Iron-boron pairing time in silicon and its dielectric constant, derived twice

A boron-doped silicon wafer that contains a trace of dissolved iron changes while it lies in the dark. Interstitial iron carries a positive charge in p-type silicon and moves slowly even at room temperature. Substitutional boron carries a negative charge and stays where it is. If the iron-boron pairs have been broken up by heat or light, the free iron wanders until boron captures it again. Free and paired iron affect the carrier lifetime differently, so anyone who measures the wafer needs to know how long the pairing takes.

The result derived below is

τ = ε k T / (e² N_A D),  ε = ε_r ε₀.  (1)

Here τ is the time in which the free iron density falls to 1/e of its initial value, N_A is the boron density, D is the diffusivity of the iron ion, and e is the positive elementary charge. The dielectric constant stands in the numerator: at fixed T, N_A and D, a more polarizable crystal pairs its iron more slowly.

Both derivations assume that iron and boron are ionized, that an ion reaching the contact distance a is captured at once and stays captured, and that the iron density N_Fe is far below N_A. The last condition keeps the density of unoccupied boron constant and lets the iron ions ignore one another. The iron is also taken to be spread evenly at the start, so the pairs must have been kept apart long enough for the released ions to mix.

**First derivation: capture by one boron ion**

Place one boron ion at the origin. An iron ion at distance r has the energy

U(r) = −e²/(4πε r) = −kT R_c/r,  R_c = e²/(4πε kT).  (2)

The length R_c is the distance at which the attraction equals kT in magnitude. The force on the iron is −dU/dr = −kT R_c/r², where the minus sign means inward. By the Einstein relation the drift velocity is D/kT times the force, which is −D R_c/r². With n(r) the iron density, the outward current density is

j = −D dn/dr − D R_c n/r².

The number of ions crossing a sphere of radius r inward per unit time is −4πr² j:

I = 4πD (r² dn/dr + R_c n).  (3)

In a steady state no ions accumulate between two spheres, so I is the same at every r. Write K = I/(4πD) and divide (3) by r²:

dn/dr + (R_c/r²) n = K/r².

The function g = exp(−R_c/r) has the derivative dg/dr = (R_c/r²) g. Multiplying the equation by g therefore turns both sides into derivatives:

d(g n)/dr = K g/r² = (K/R_c) dg/dr.

Capture at contact means n(a) = 0. Integrating from a to r, with x = R_c/a, gives

exp(−R_c/r) n(r) = (K/R_c) [exp(−R_c/r) − exp(−x)],

n(r) = (K/R_c) [1 − exp(R_c/r − x)].  (4)

Far away the density is n₀, so n₀ = (K/R_c)[1 − exp(−x)]. Solving for K yields the capture rate

I = 4πD R_eff n₀,  R_eff = R_c/[1 − exp(−x)].  (5)

Each unit volume contains N_A such sinks. If they act independently, and n now denotes the density far from any of them,

dn/dt = −4πD R_eff N_A n.

For x ≫ 1 the exponential in (5) is negligible and R_eff = R_c. Then

1/τ = 4πD N_A · e²/(4πε kT) = e² N_A D/(ε kT),

which is (1). The capture radius has ε in its denominator, and the time is inversely proportional to the capture radius. That is how ε reaches the numerator.

**When the dielectric constant drops out**

The opposite limit shows that the dependence is conditional. For small x, 1 − exp(−x) = x − x²/2 + …, and (5) becomes R_eff = a(1 + x/2 + …). The time tends to 1/(4πD a N_A), which contains no ε. The ion then finds the boron by diffusion alone.

The passage between the limits follows from τ ∝ 1/R_eff. With T, N_A, D and a fixed,

ln τ = constant − ln x + ln[1 − exp(−x)].

Since x ∝ 1/ε, we have d ln x = −d ln ε. The derivative of the last term with respect to ln x is x exp(−x)/[1 − exp(−x)] = x/(exp(x) − 1). Hence

d ln τ/d ln ε = 1 − x/(exp(x) − 1).  (6)

This is 0.049 at x = 0.1, 0.418 at x = 1, and 1.0000 at x = 20.25, the value for iron and boron in silicon at 300 K. A numerical solution of the steady drift-diffusion equation, differentiated with respect to x, gives the same three values to the digits shown.

**What the capture radius means**

R_c is not the edge of a perfect trap. Let p(r) be the probability that an ion starting at r gets far away without touching the boron. A short time later the ion has moved, but the average of p over its new positions must still equal p(r). Diffusion changes that average at the rate D∇²p and drift at the rate −(D R_c/r²) dp/dr. Their sum must vanish:

d²p/dr² + (2/r − R_c/r²) dp/dr = 0.

Thus d ln(dp/dr)/dr = −2/r + R_c/r², so dp/dr is proportional to exp(−R_c/r)/r². Integrating with p(a) = 0 and p = 1 far away gives

p(r) = [exp(−R_c/r) − exp(−x)]/[1 − exp(−x)].  (7)

From r = R_c the ion escapes with probability 0.368, practically 1/e. The attraction makes up for these escapes by bringing more ions to that distance. Setting a = R_c in (5) gives the rate of first arrivals at r = R_c, which is 4πD n₀ R_c/[1 − exp(−1)], or 1.582 times the rate for diffusion alone. For x ≫ 1 a fraction 1 − exp(−1) = 0.632 of these ions is captured. The product is 4πD R_c n₀, the rate of a perfect trap of radius R_c without any attraction.

Equation (7) also shows how much the motion near the boron matters. The ion really moves in jumps between interstitial sites, each about as long as a = 0.235 nm. The energy drop in one jump is about kT R_c a/r², and it reaches kT at

r = √(R_c a) = √(4.761 nm × 0.235 nm) = 1.06 nm.

Closer in, a drift velocity proportional to the force is no longer justified. But an ion that has come this close escapes with a probability of only 0.011 in the continuum model. Replacing the whole inner region by a perfect trap would raise the rate by about 1.1 %. The inner motion is therefore a small matter, unless some barrier near the boron sends back far more ions than this.

**Second derivation: Gauss's law in the whole crystal**

The first derivation treats each boron ion as if it were alone in an infinite crystal. Equation (1) itself casts doubt on that picture. Multiplying it by D gives

D τ = ε kT/(e² N_A) = λ²,  (8)

where λ is the Debye length for a hole density N_A. At N_A = 10¹⁶ cm⁻³ and 300 K, λ = 40.9 nm. A sphere with the volume 1/N_A belonging to one boron ion has a radius of b = 28.8 nm. During the time τ an ion thus explores a region larger than the share of one boron ion, and there is no distant place where the density is undisturbed. A derivation that includes all the boron ions together is needed.

The crystal is neutral because holes balance the boron. Take the hole density to be uniform and equal to N_A. Between the boron ions the charge density is then +eN_A, and Gauss's law reads

div E = e N_A/ε.  (9)

The field E itself is complicated and depends on where every boron ion sits, but its divergence does not. The iron current density is

j = −D ∇n + (eD/kT) n E.

Suppose that n is uniform at some moment. Then ∇n = 0, the diffusion current vanishes, and conservation of ions gives

dn/dt = −div j = −(eD/kT) n div E = −(e² N_A D/(ε kT)) n.  (10)

The right-hand side is the same at every point, so a uniform density remains uniform while it decays. The decay is exponential with the time (1), for any arrangement of the boron ions.

The drifting ions move apart as they leave the positively charged regions between the boron ions, and their density thins at the same relative rate everywhere. They end at the boron. The field close to one boron ion is e/(4πε r²), directed inward, so the ions entering it per unit time number

4πr² · (eD/kT) n · e/(4πε r²) = e² D n/(ε kT) = 4πD R_c n,

in agreement with the first derivation.

Equation (10) has the form of a dielectric relaxation. Define σ = e N_A (eD/kT), the conductivity that N_A ions per unit volume with the mobility of iron would have. Then τ = ε/σ. This σ is not the conductivity of the wafer, which is due to the holes. The form does explain the numerator without any capture radius: a given charge produces a field proportional to 1/ε, and the field sets the speed at which the ions are swept up.

One point remains open in this argument. A uniform density contradicts the condition n(a) = 0. Equation (4) shows how the steady profile resolves this: the density differs from a constant by the relative amount exp(R_c/r − x), which falls to 1/e where R_c/r = x − 1. That happens at a distance a/(x − 1) = 0.012 nm outside contact. The layer is thinner than any atomic distance, so its shape has no physical meaning, but it shows that strong drift prevents the sink from depleting its surroundings.

Whether this also holds during the decay can be examined in a spherical cell of radius b around one boron ion. The boron and the hole charge inside r together amount to −e(1 − r³/b³), so the outward field is

E(r) = −(e/4πε)(1/r² − r/b³).

It vanishes at b. Its divergence is 3e/(4πε b³), which equals eN_A/ε because 4πb³N_A/3 = 1. The time-dependent equation was solved numerically in this cell with n(a) = 0, no current through r = b, and a uniform initial density. The free fractions at τ/2, τ and 2τ are 0.6065, 0.3679 and 0.1353, which are exp(−0.5), exp(−1) and exp(−2) to the digits shown. Doubling ε_r at fixed D and T changes the decay time from 3010 s to 6020 s.

**Numbers for a boron-doped wafer**

Take N_A = 10¹⁶ cm⁻³, N_Fe = 10¹² cm⁻³, T = 300 K and ε_r = 11.7. For the iron use D = D₀ exp(−E_m/kT), with the rough typical values D₀ = 10⁻³ cm²/s and E_m = 0.67 eV. With kT = 0.02585 eV this gives

D = 10⁻³ cm²/s × exp(−0.67/0.02585) = 5.55 × 10⁻¹⁵ cm²/s.

The capture radius from (2) is R_c = 4.76 nm = 4.76 × 10⁻⁷ cm. Iron in a tetrahedral interstitial site next to boron is a = 0.235 nm away, so x = 20.25 and exp(−x) = 1.6 × 10⁻⁹. The condition x ≫ 1 is well satisfied, and

τ = 1/(4π × 5.55 × 10⁻¹⁵ cm²/s × 4.76 × 10⁻⁷ cm × 10¹⁶ cm⁻³) ≈ 3010 s, or about 50 min.

After 5τ, a little over four hours, the formula leaves exp(−5), or 0.7 %, of the iron free. At N_A = 10¹⁵ cm⁻³ every time is ten times longer.

Inserting D into (1) shows how the time depends on doping and temperature, as long as boron and iron stay ionized and few pairs break up again:

τ = C (T/N_A) exp(E_m/kT),  C = ε k/(e² D₀) = 5.57 × 10⁵ s K⁻¹ cm⁻³.

The exponential dominates. With ε_r and N_A fixed, τ falls from 3010 s at 300 K to 444 s at 325 K and 87 s at 350 K.

Heating also loosens the pairs. Silicon has 8 tetrahedral interstitial sites per cubic cell of edge 0.543 nm, and 4 of them adjoin each boron ion. If the binding energy is the point-charge value at contact, x kT = 0.523 eV, each adjoining site is favoured by the factor exp(x). In equilibrium

free/paired = N_sites exp(−x)/(4N_A),

where N_sites is the density of interstitial sites. This ratio is 0.2 % at 300 K, 1.0 % at 325 K and 3.6 % at 350 K. It is an estimate. It counts only the four contact sites; the six next sites, 0.272 nm from the boron, would lower the ratios by about a tenth. More important, at contact the crystal is not a uniform dielectric, the true binding energy can differ from the point-charge value, and the ratio depends on it exponentially: a binding energy of 0.58 eV would lower the ratio by a factor of about 9 at 300 K and between 6 and 7 at 350 K. Warming the wafer shortens the wait but leaves more iron unpaired. The ratio is inversely proportional to N_A, so at 10¹⁵ cm⁻³ and 350 K the same estimate gives 36 %. With the point-charge binding the free iron would then level off well above zero, and (1) alone would no longer describe the pairing; with 0.58 eV the ratio would be about 6 %. At this doping and temperature the iron is also no longer fully ionized: the rough donor level used below leaves about a tenth of the free iron neutral.

**What each derivation assumes**

The two derivations share the assumptions stated at the start, together with continuum motion and the Einstein relation. They differ in the rest.

The capture derivation assumes isolated boron ions, a bare Coulomb attraction and a steady state. In return it holds for any ratio R_c/a. The Gauss derivation assumes uniform holes and strong attraction, x ≫ 1. In return it needs neither a steady state nor distant neighbours.

The value of x shows where the second derivation fails. Its rate corresponds to a capture radius R_c, whereas (5) gives 1.582 R_c at x = 1. For isolated steady sinks the Gauss result is then 37 % below the rate from (5), because diffusion towards the depleted surface has been left out. At x = 3 the shortfall is 5 %, and at x = 20.25 it is negligible.

The two agree for x ≫ 1 because (4) is then flat outside the contact layer. Diffusion carries almost nothing, the current is drift, and the drift into a boron ion is fixed by its charge through Gauss's law.

The uniform hole density is the assumption special to the second derivation that most needs examination, since boron attracts holes as well as iron. An estimate lets the hole density respond linearly to the potential in the cell. The decay time, taken from the free fraction at t = τ, becomes 1.0 % longer. This figure belongs to the cell, which stands for evenly spaced boron. Randomly placed boron also makes the hole density vary from region to region, which the cell leaves out, so the correction in a wafer can be several times larger, of the order of a few per cent at this doping. In addition, the linear response fails within about R_c of the boron, where the energy exceeds kT.

Very heavy doping removes the basis of the capture picture. The cell radius b equals R_c at N_A = 3/(4πR_c³), about 2 × 10¹⁸ cm⁻³ at 300 K. Above this density an iron ion is on average within R_c of some boron ion from the start, and "capture" no longer describes a distinct event. The assumption of ionized boron weakens earlier: with the rough boron level used below, about a third of the boron is neutral at 10¹⁸ cm⁻³ and 300 K.

**The model beside a real wafer**

A boron density near 10¹⁶ cm⁻³ is typical of p-type solar-cell wafers, and a pairing time of the order of an hour at room temperature is realistic. Only the order of magnitude of the calculated time is reliable, since an error of 0.02 eV in E_m alone changes τ by a factor of 2.2. The further digits given above serve to compare calculations that use the same inputs. The other effects estimated for this example are far smaller. With a valence-band density of states of 3 × 10¹⁹ cm⁻³, the Fermi level lies 0.207 eV above the valence band. For an iron donor level at 0.38 eV, again a rough value, the ratio of neutral to charged iron is about 0.1 %, with the degeneracy factor set to one. For a boron level at 0.045 eV, and with a degeneracy factor of 4 for the acceptor, the ratio of neutral to charged boron is 0.8 %, which lengthens τ by about the same fraction. The ratio N_Fe/N_A is 10⁻⁴. The wafer must also stay in the dark: strong illumination adds electrons, which can neutralize the iron and break up pairs, and (1) then does not apply. The computed values are collected in the numerical output below.

Computed values

```
temperature T = 300 K, kT = 0.02585 eV
relative dielectric constant = 11.7
boron N_A = 1.0e+16 cm^-3, iron N_Fe = 1.0e+12 cm^-3
D0 = 1.0e-03 cm^2/s, migration energy = 0.67 eV
lattice constant = 0.543 nm, contact a = 0.235 nm
Coulomb radius Rc = 4.761 nm, x = Rc/a = 20.25
exp(-x) = 1.61e-09
iron diffusivity D = 5.553e-15 cm^2/s
pairing time tau = 3010 s = 50.2 min
half-time tau*ln2 = 2087 s
prefactor C in C*(T/N_A)*exp(E_m/kT) = 5.572e+05 s/(K cm^3)
sqrt(D*tau) = Debye length = 40.88 nm
cell radius per acceptor = 28.79 nm
steady capture: x, R_eff/a numerical, R_eff/a formula
  0.300  1.1575  1.1575
  1.000  1.5820  1.5820
  3.000  3.1572  3.1572
  20.247  20.2476  20.2475
d ln tau/d ln eps: x, numerical, formula
  0.100  0.0492  0.0492
  1.000  0.4180  0.4180
  20.247  1.0000  1.0000
cell decay: eps factor, free fraction at 0.5, 1, 2 tau; tau (s)
  1  0.6065 0.3679 0.1353  3010
  2  0.6065 0.3679 0.1353  6020
exp(-0.5), exp(-1), exp(-2) = 0.6065 0.3679 0.1353
escape probability from Rc = 0.3679
temperature (K), D (cm^2/s), tau (s), free/paired iron at equilibrium
  300  5.553e-15  3010.4  2.01e-03
  325  4.077e-14  444.2  9.54e-03
  350  2.251e-13  86.6  3.63e-02
neglected effects at 300 K:
  linear hole screening: tau ratio = 1.0096
  Fermi level above valence band = 0.207 eV
  inputs: N_v = 3.0e+19 cm^-3, Fe donor level = 0.38 eV
  input: boron level = 0.045 eV
  neutral/charged iron = 1.24e-03
  neutral/charged boron = 7.60e-03
  point-charge binding at contact = 0.523 eV
  radius where one jump gains kT = 1.058 nm
  escape probability from there = 0.0111
  N_Fe/N_A = 1.0e-04
  0.02 eV error in E_m: factor 2.17 in tau
```
